\section*{Why one surface flux quantum changes a Haldane torus by C electrons}

\section{The extra state below the gap}

A Haldane model on a torus of $18\times18$ unit cells has 648 states. Without a magnetic field, 324 of them lie below a chemical potential $\mu$ placed at midgap. When a uniform field sends one flux quantum through the surface, 325 lie below $\mu$ and 323 above. The gap is still open, with the nearest levels at $-0.733\,t_1$ and $+0.756\,t_1$, where $t_1$ is the nearest-neighbour hopping and $\mu=0$. One state has changed sides, and a reservoir that holds $\mu$ fixed must supply one more electron.

The change equals the Chern number of the filled band. The flux must pierce the surface: flux through a hole of the torus does not change the count. The chemical potential must also be held by a reservoir, since an isolated torus keeps its electrons.

\section{Model and conventions}

The electrons are spinless and non-interacting, with charge $-e$ and temperature zero unless stated. The lattice vectors $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose $60^\circ$. Site $A$ is at the cell origin and site $B$ at $(\mathbf a_1+\mathbf a_2)/3$. Their energies are $+M$ and $-M$. Nearest neighbours are joined by $-t_1$. A hop by $\mathbf b\in\{\mathbf a_1,\ \mathbf a_2-\mathbf a_1,\ -\mathbf a_2\}$ has amplitude $t_2e^{i\varphi}$ on $A$ and $t_2e^{-i\varphi}$ on $B$. For $\varphi=\pi/2$ the Bloch energies are
\begin{align}
E_\pm&=\pm\sqrt{|g|^2+m^2},\qquad
g=-t_1\left(1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}\right),\\
m&=M+2t_2\sum_{\mathbf b}\sin(\mathbf k\cdot\mathbf b).
\end{align}
The function $g$ vanishes only at the two inequivalent zone corners, where the sum of sines is $\pm3\sqrt3/2$ and hence $m=M\pm3\sqrt3\,t_2$. The example takes the round values $t_2=0.2\,t_1$ and $M=0.3\,t_1$, so the corner masses are $1.339\,t_1$ and $-0.739\,t_1$. The smaller magnitude sets the band edges at $\pm0.739\,t_1$ and the gap at $1.48\,t_1$.

For the lower-band Bloch state $|u\rangle$, define
\begin{equation}
A_i=i\langle u|\partial_{k_i}u\rangle,\qquad
\Omega=\partial_{k_x}A_y-\partial_{k_y}A_x,\qquad
C=\frac1{2\pi}\int\Omega\,d^2k .
\end{equation}
Summing the phases of state overlaps around small squares of a $\mathbf k$ mesh gives $C=1$ for the example.

\section{Why the flux comes in whole quanta}

Write a position as $x_1\mathbf a_1+x_2\mathbf a_2$, let $s$ be the cell area, and let $\phi=Bs/\Phi_0$ be the flux per cell in units of $\Phi_0=h/e$. A suitable gauge has $\mathbf A\cdot d\mathbf l=Bs\,x_1dx_2$. A straight hop from $\mathbf r'$ to $\mathbf r$ then acquires the factor
\begin{equation}
\exp\left[-\frac{ie}{\hbar}\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l\right]
=\exp\left[-2\pi i\phi\,\frac{x_1+x_1'}2\,(x_2-x_2')\right].
\end{equation}
Moving by $L$ cells along $\mathbf a_1$ changes $\mathbf A$ by the gradient of $\chi=BsLx_2$. A wave function of charge $-e$ must therefore be joined to itself by
\begin{equation}
\psi(x_1+L,x_2)=e^{-ie\chi/\hbar}\psi(x_1,x_2)
=e^{-2\pi i\phi Lx_2}\psi(x_1,x_2).
\label{seam}
\end{equation}
The points $x_2$ and $x_2+L$ are the same point of the torus, so $e^{-2\pi i\phi L^2}=1$. The total flux in quanta, $N_\Phi=\phi L^2$, must be an integer. The smallest non-zero uniform field on a torus of area $\mathcal A=L^2s$ is thus $B=\Phi_0/\mathcal A$.

\section{From Berry curvature to the Streda relation}

\subsection{The sideways drift}

Let an electric field move $\mathbf k$ slowly. Write $|0\rangle$ for the instantaneous filled Bloch state with energy $\varepsilon_0$, $|n\rangle$ for the empty ones, and choose the phase so that $\langle0|\partial_t0\rangle=0$ along the path. Insert
\begin{equation}
|\psi\rangle=e^{-i\int\varepsilon_0dt/\hbar}\Big(|0\rangle+\sum_na_n|n\rangle\Big)
\end{equation}
into the Schr\"odinger equation and project on $|n\rangle$. Since $a_n$ is already of first order in the rate, its time derivative is of second order and is dropped:
\begin{equation}
\varepsilon_0a_n+i\hbar\langle n|\partial_t0\rangle=\varepsilon_na_n
\quad\Rightarrow\quad
a_n=\frac{i\hbar\langle n|\partial_t0\rangle}{\varepsilon_n-\varepsilon_0}.
\end{equation}
The velocity operator is $\hbar^{-1}\partial_{k_x}H$. Differentiating $H|0\rangle=\varepsilon_0|0\rangle$ and projecting on $|n\rangle$ gives
\begin{equation}
\langle n|\partial_{k_x}H|0\rangle=-(\varepsilon_n-\varepsilon_0)\langle n|\partial_{k_x}0\rangle .
\end{equation}
With the complex conjugate of this relation, the energy denominators cancel:
\begin{align}
v_x&=\frac1\hbar\frac{\partial\varepsilon_0}{\partial k_x}
+\frac1\hbar\sum_n\left[a_n\langle0|\partial_{k_x}H|n\rangle+\text{c.c.}\right]\nonumber\\
&=\frac1\hbar\frac{\partial\varepsilon_0}{\partial k_x}
+\sum_n\left[-i\langle\partial_{k_x}0|n\rangle\langle n|\partial_t0\rangle+\text{c.c.}\right]\nonumber\\
&=\frac1\hbar\frac{\partial\varepsilon_0}{\partial k_x}
+2\,\mathrm{Im}\langle\partial_{k_x}0|\partial_t0\rangle .
\end{align}
The last line completes the sum over states; the added term vanishes because $\langle0|\partial_t0\rangle=0$. Now $\partial_t=\dot k_x\partial_{k_x}+\dot k_y\partial_{k_y}$. The first part gives a real overlap and drops out. The definition of curvature gives $\Omega=-2\,\mathrm{Im}\langle\partial_{k_x}0|\partial_{k_y}0\rangle$, so
\begin{equation}
v_x=\frac1\hbar\frac{\partial\varepsilon_0}{\partial k_x}-\dot k_y\Omega,\qquad
v_y=\frac1\hbar\frac{\partial\varepsilon_0}{\partial k_y}+\dot k_x\Omega .
\end{equation}
The second result follows by exchanging $x$ and $y$, which reverses $\Omega$.

The size of this drift can be seen by solving the time-dependent Schr\"odinger equation while $\mathbf k\cdot\mathbf a_2$ advances smoothly by $2\pi$ in a time $80\hbar/t_1$. Averaged over $\mathbf k\cdot\mathbf a_1$, the formula predicts a displacement of $-C$ cells along $\mathbf a_1$. The computed displacement is $-1.0006$ cells with 1600 time steps and $-1.0000$ with 6400, so the small excess is an error of the finite step.

\subsection{The density change}

For charge $-e$, $\hbar\dot{\mathbf k}=-e\mathbf E$. In a filled band the derivatives of $\varepsilon_0$ integrate to zero over the periodic zone. The number current is therefore
\begin{equation}
J_x=\int\frac{d^2k}{(2\pi)^2}\,\frac{eE_y}{\hbar}\,\Omega
=\frac{eE_y}{\hbar}\frac{2\pi C}{4\pi^2}=\frac{eC}{h}E_y,\qquad
J_y=-\frac{eC}{h}E_x .
\end{equation}
Now raise $B$ slowly. Faraday's law is $\partial_xE_y-\partial_yE_x=-\partial_tB$, and conservation of electrons gives
\begin{equation}
\frac{\partial n}{\partial t}=-\partial_xJ_x-\partial_yJ_y
=-\frac{eC}{h}\left(\partial_xE_y-\partial_yE_x\right)
=\frac{eC}{h}\frac{\partial B}{\partial t}.
\end{equation}
The induced field is not uniform, but for a uniform $B$ raised at a steady rate its gradients are constant in space and time. Extra cell-averaged currents proportional to those gradients have no divergence and do not alter this balance.

While the gap stays open, the slow drive leaves the bulk states below the gap filled and those above it empty. This is also the zero-temperature equilibrium bulk for $\mu$ in the gap. The driven density is thus the equilibrium density at fixed $\mu$, which yields the Streda relation
\begin{equation}
\left(\frac{\partial n}{\partial B}\right)_\mu=\frac{eC}{h}.
\end{equation}
For one quantum on a large torus,
\begin{equation}
\Delta N=\mathcal A\left[\frac{eC}{h}\frac{\Phi_0}{\mathcal A}
+O\!\left(\frac1{\mathcal A^2}\right)\right]=C+O\!\left(\frac1{\mathcal A}\right).
\end{equation}
The area cancels: a larger torus has a smaller field but more surface on which to collect charge. Since $\Delta N$ counts states, it is an integer, and it must equal $C$ once the remainder is below one half. The same reasoning gives $\Delta N=CN_\Phi$ for a fixed number of quanta on a sufficiently large torus.

\section{Where the state crosses}

The total number of states is fixed, so the extra state must come from above the gap. To follow it, use the gauge above with a fractional total flux $f$. The joining rule (\ref{seam}) then fails to close at the corner where the two seams meet. The surface carries a uniform flux $f\Phi_0$, and one hexagon carries an additional string of flux $-f\Phi_0$. The total is zero, so $f$ can vary continuously. At $f=1$ the string multiplies every encircling path by $e^{\pm2\pi i}=1$ and cannot be detected.

Far from the string the gap is open, and the density of states below $\mu$ is insensitive to the string. It rises by $Cf/L^2$ per cell. At $f=1$ this holds over the whole surface, so the number below $\mu$ has risen by $C$. An integer count can change only when levels cross $\mu$, and they can do so only near the string, where the bulk gap gives no protection. The net number of downward crossings is therefore $C$. For negative $C$ the net crossing is upward.

Diagonalizing the $18\times18$ torus gives the following sequence. Here the string passes close to an $A$ site at the edge of its hexagon; placing it at the centre shifts the levels at the fractional $f$ listed by less than $0.02\,t_1$.
\begin{center}
\begin{tabular}{ccc}
$f$ & states below $\mu$ & moving level ($t_1$)\\
0.00 & 324 & $0.739$\\
0.25 & 324 & $0.598$\\
0.50 & 324 & $0.008$\\
0.75 & 325 & $-0.576$\\
1.00 & 325 & $-0.733$
\end{tabular}
\end{center}
The level crosses at $f=0.503$. There, about 99.9\% of its weight lies within four lattice constants of the string. This compactness can be estimated by expanding near the corner of smaller mass, where $|g|\simeq(\sqrt3/2)t_1a|\mathbf q|$ for a displacement $\mathbf q$ from the corner. Setting $E=0$ makes $|\mathbf q|$ imaginary, with magnitude $0.85/a$. This is not small on the scale of the lattice, and the actual decay depends on direction, so the leading term gives only a rough amplitude decay length:
\begin{equation}
\xi\simeq\frac{\sqrt3\,t_1a}{2|m|}=\frac{0.866}{0.739}\,a\simeq1.2\,a .
\end{equation}

Charge conservation is visible before the crossing. At $f=0.3$, fill the lowest 324 states. More than seven lattice constants from the string, the density has risen by $9.259\times10^{-4}$ electrons per cell, as expected from $0.3/324$. Over the whole torus this is 0.300 electrons, balanced by a deficit of 0.300 near the string. After the level has crossed and a reservoir has filled it, the charge near the string is $1-f$ electrons, which vanishes at $f=1$.

\section{When the count changes, and when it does not}

\paragraph{Flux through a hole.} Such flux only twists a boundary condition. It shifts the allowed $\mathbf k$ points but leaves $L^2$ of them in each band. With the gap open, $N$ stays at $L^2$.

\paragraph{A trivial or reversed band.} For $M>3\sqrt3\,t_2$, both corner masses are positive and $M$ can be increased without closing the gap. At very large $M$ the filled state sits on $B$ for every $\mathbf k$, so $\Omega$ and $C$ vanish. With $M=1.5\,t_1$ and the other parameters unchanged, one quantum on a $12\times12$ torus gives $\Delta N=0$. Restoring $M=0.3\,t_1$ and reversing $\varphi$ gives $C=-1$ and $\Delta N=-1$.

\paragraph{Small tori and strong fields.} For the example's parameters, tori with $L=6$, 9 and 12 all give $\Delta N=N_\Phi$ for one and two quanta of either sign. On an $8\times8$ torus with $\mu=0$, the rule holds up to 17 quanta of either sign, or 0.27 quanta per cell, and fails at 18. The gap has not closed at 18 quanta, but it has moved away from $\mu$: for positive flux it lies between $0.017\,t_1$ and $1.803\,t_1$, with $64+18$ levels below it. An open gap at $\mu$ in zero field thus does not guarantee one at the same $\mu$ in a strong field.

\paragraph{Chemical potential in a band.} With $\mu=-2.0\,t_1$ and $L=12$, one to four quanta change the count by $-3,-3,-4,-5$. With $\mu=-2.02\,t_1$ the changes are $+5,+4,+5,+4$, so the numbers depend on which levels happen to lie near $\mu$. There is no filled band to which the Hall argument applies.

\paragraph{Temperature.} Weighting each level with the Fermi function at fixed $\mu=0$ gives a mean change of 0.998 electrons at $k_BT=0.1\,t_1$ and 0.930 at $0.2\,t_1$, for one quantum and $L=18$. These temperatures are 0.068 and 0.135 of the zero-field gap.

\section{Use in calculations and devices}

The count gives $C$ without any Berry curvature: diagonalize the torus with zero and one quantum, and subtract the numbers of levels below $\mu$. The result is reliable if both spectra have a clear gap at $\mu$ and the answer persists on a larger torus. In a calculation at fixed particle number, adding a surface quantum must be accompanied by $C$ electrons if the lower band is to remain full.

A laboratory sample is a sheet with edges and contacts, which take the place of the reservoir. The bulk slope for $C=1$ is
\begin{equation}
\frac eh=2.418\times10^{10}\ \mathrm{cm^{-2}\,T^{-1}} .
\end{equation}
An area of $1\,\mu\mathrm m^2$ receives one quantum at $4.1\,\mathrm{mT}$ and then holds one more electron. In a gated Chern insulator, such as a magnetically doped topological-insulator film, the gate tends to fix the density instead of $\mu$. Keeping $\mu$ at the same place in the gap as the field changes by $\delta B$ then requires
\begin{equation}
\delta V_g\simeq\frac{e}{c_g}\,\frac{eC}{h}\,\delta B,
\end{equation}
where $c_g$ is the gate capacitance per area and the field-induced shift of the gap centre is neglected. The model's $t_1$, $t_2$ and $M$ do not describe such a film. Real samples also have disorder, whose localized states can trap charge within the gap; the clean model does not size that effect. Temperature can be sized for this band shape: with an assumed gap of $1\,\mathrm{meV}$ and $\mu$ held at midgap, the slope falls by about 0.2\% at $0.8\,\mathrm K$ and by 7.5\% at $1.6\,\mathrm K$. With $\mu$ halfway from midgap to either band edge, it falls by about 3.4\% and by 21\% at the same temperatures, equally for both edges because the zero-field spectrum is symmetric about midgap.
